# Rank and dual-mode form of the lead broadening matrix

**Q:** I am told that the rank of a lead's broadening matrix counts its propagating modes. Before I believe or doubt that, what is the matrix?

**A:** Take a periodic lead with cells $n=1,2,\dots$, each holding $M$ orthonormal orbitals. The model is one of independent electrons. The Hermitian matrix $h$ acts within a cell, and $t$ is the Hamiltonian block between cells $n$ and $n+1$. The same $t$ joins cell 0, the last cell of the device, to cell 1. I use Hartree atomic units, so $\hbar=1$, and $z=E+i\eta$ with $\eta>0$, taken to zero at the end. The lead equations are

$$z\psi_n=h\psi_n+t\psi_{n+1}+t^\dagger\psi_{n-1},\qquad n\ge 1 .$$

Let $g$ be the block of the isolated lead's Green function on cell 1. Cell 0 acts on the lead as a source $t^\dagger\psi_0$ in cell 1, so

$$\psi_1=F\psi_0,\qquad F=g\,t^\dagger .$$

The equation for cell 0 contains the term $t\psi_1=tF\psi_0$. The lead therefore adds to the device Hamiltonian the self-energy, and with it the broadening matrix,

$$\Sigma=tF=t\,g\,t^\dagger,\qquad \Gamma=i(\Sigma-\Sigma^\dagger).$$

**Q:** Does $\Gamma$ have a physical meaning, or is it a convenient combination?

**A:** It measures current. From $i\dot\psi=H\psi$, the probability in cells $n\ge1$ changes at the rate $2\,\mathrm{Im}(\psi_1^\dagger t^\dagger\psi_0)$, because the terms inside the Hermitian lead cancel. Since $2\,\mathrm{Im}\,x=i(x^*-x)$ and $\psi_1=F\psi_0$, this rate is

$$i\left(\psi_0^\dagger tF\psi_0-\psi_0^\dagger F^\dagger t^\dagger\psi_0\right)=\psi_0^\dagger\Gamma\psi_0 .$$

This is the current that the amplitude $\psi_0$ sends into the lead.

**Q:** Then which modes should be counted? At a given energy a lead carries waves both ways.

**A:** The outgoing ones. Write $\theta=ka$, with $a$ the cell length, and

$$H(\theta)=h+t\,e^{i\theta}+t^\dagger e^{-i\theta}.$$

A Bloch state $\psi_n=e^{in\theta}u$ at energy $E$ obeys $H(\theta)u=Eu$. Its velocity is $v=dE/dk=a\,dE/d\theta$. Let $N_+$ and $N_-$ count the states with $v>0$ and $v<0$. The claim to be proved is $\operatorname{rank}\Gamma=N_+$, under two assumptions: no Bloch state at $E$ has zero velocity, and $F$ has a finite limit as $\eta\to0$. We shall see what happens without them.

Incidentally, $N_+=N_-$. As $\theta$ runs once round the Brillouin zone, the number of bands below $E$ falls by one at each crossing with $v>0$ and rises by one at each crossing with $v<0$. It must return to its starting value. The rank is thus half the number of Bloch states at $E$.

**Q:** The definition of $\Gamma$ contains a Green function, not modes. Where is the link?

**A:** In $F$. Beyond cell 1 the lead looks the same again, so $\psi_2=F\psi_1$ and generally $\psi_n=F^n\psi_0$. With a source $s$ in cell 1, the first lead equation reads $(z-h-tF)\psi_1=s$, while $\psi_1=gs$. Hence

$$g^{-1}=z-h-tF,\qquad t^\dagger=g^{-1}F. \tag{1}$$

For $\eta>0$ the Green function of the Hermitian lead is bounded, by $1/\eta$, so every response $F^n\psi_0$ is square-summable. All eigenvalues of $F$ therefore satisfy $|\lambda|<1$. Conversely, if $\psi_n=\lambda^nu$ solves the lead equations and $0<|\lambda|<1$, it is the unique square-summable response to $\psi_0=u$. Thus $Fu=\lambda u$.

**Q:** Can you express current conservation through $F$ without assuming anything about the modes?

**A:** Yes. Start from

$$g-g^\dagger=g^\dagger\left[(g^\dagger)^{-1}-g^{-1}\right]g .$$

By (1), $g^{-1}=E+i\eta-h-\Sigma$, so the bracket is

$$-2i\eta+\Sigma-\Sigma^\dagger=-i(2\eta+\Gamma_\eta),$$

where $\Sigma-\Sigma^\dagger=-i\Gamma_\eta$ follows from the definition of $\Gamma$. Multiply by $t$ on the left and $t^\dagger$ on the right. The left side becomes $\Sigma-\Sigma^\dagger=-i\Gamma_\eta$; on the right, $tg^\dagger=F^\dagger$ and $gt^\dagger=F$. Cancelling $-i$ gives

$$\Gamma_\eta=F^\dagger(\Gamma_\eta+2\eta)F .$$

Insert this equation into itself repeatedly. Because $F^n\to0$ at $\eta>0$,

$$\Gamma_\eta=2\eta\sum_{n=1}^{\infty}(F^\dagger)^nF^n\ge0. \tag{2}$$

When $\eta\to0$ with $F$ finite,

$$\Gamma=F^\dagger\Gamma F,\qquad \Gamma\ge0. \tag{3}$$

The current between cells 0 and 1 equals the current between cells 1 and 2.

**Q:** At $\eta=0$ both directions lie on the unit circle. How does $F$ know which waves are outgoing?

**A:** The small $\eta$ decides. I need bands $E_j(\theta)$ and orthonormal vectors $u_j(\theta)$ that are analytic near each real $\theta$, even where bands cross. This is possible because $H(\theta)$ is Hermitian for real $\theta$. Its eigenvalues have expansions in possibly fractional powers of $x=\theta-\theta_0$. All determinations of such a power are eigenvalues too, and must be real. For $x>0$ this leaves at most half-integer powers, and these would be imaginary for $x<0$. So only integer powers remain. The projector on each branch can have at worst a pole at $\theta_0$, but its norm is 1 for real $\theta\ne\theta_0$, so there is no pole. Projecting fixed vectors and orthonormalizing them gives the $u_j(\theta)$.

Now solve $E_j(\theta)=E+i\eta$ near a real solution $\theta_j$ at energy $E$. Since $E_j'(\theta_j)=v_j/a\ne0$,

$$\theta=\theta_j+\frac{i\eta a}{v_j}+O(\eta^2),\qquad |\lambda|=e^{-\mathrm{Im}\,\theta}=1-\frac{\eta a}{v_j}+O(\eta^2).$$

The wave decays into the lead if $v_j>0$ and grows if $v_j<0$. The decaying ones are eigenvectors of $F$ by the previous argument. In the limit,

$$Fu_j=\lambda_ju_j,\qquad \lambda_j=e^{i\theta_j},\qquad v_j>0 .$$

These $N_+$ vectors are linearly independent: those with equal $\lambda$ are orthonormal, and eigenvectors with different $\lambda$ are independent.

**Q:** That shows that outgoing waves belong to $F$. Something else might also reach the unit circle, or there might be Jordan blocks there.

**A:** Equation (1) excludes both. For $\eta>0$, multiply out

$$(g^{-1}-\lambda t)(1-F/\lambda)=g^{-1}-g^{-1}F/\lambda-\lambda t+tF .$$

Here $g^{-1}+tF=z-h$ and $g^{-1}F=t^\dagger$, so

$$z-h-\lambda t-t^\dagger/\lambda=(g^{-1}-\lambda t)(1-F/\lambda). \tag{4}$$

Take determinants. The first factor on the right has no poles, so the algebraic multiplicity of a nonzero eigenvalue of $F$ cannot exceed the order of the corresponding zero on the left. With $\lambda=e^{i\theta}$, the determinant on the left is $\prod_j[E+i\eta-E_j(\theta)]$. Near the unit circle each crossing supplies one simple zero of its own factor, and those inside the circle number $N_+$ in all. Every eigenvalue of $F$ is inside at $\eta>0$, so at most $N_+$ of them can reach the circle as $\eta\to0$. We already have $N_+$ independent eigenvectors there. They account for the whole unit-circle part of $F$, and no Jordan block fits.

The remaining eigenvalues have $|\lambda|<1$. Their invariant subspace, which I call $D$, has dimension $M-N_+$.

**Q:** What does $\Gamma$ do on $D$? Evanescent waves do carry current when two of them overlap in a barrier.

**A:** Such a barrier contains growing as well as decaying waves. Here the lead is infinite and only its response to cell 0 enters. Let $x$ lie in $D$ and let $y$ be any vector. Repeating (3) $n$ times gives

$$y^\dagger\Gamma x=(F^ny)^\dagger\,\Gamma\,(F^nx).$$

As $n$ grows, $F^nx\to0$. Meanwhile $F^ny$ stays bounded, because the unit-circle part has no Jordan blocks. The left side does not depend on $n$, so it is zero. Since $y$ was arbitrary,

$$\Gamma x=0\quad\text{for every }x\in D .$$

This includes a purely decaying wave's interference with a propagating one. It did not require $F$ to be diagonalizable within $D$, nor $t$ to be invertible. If $t^\dagger u=0$, then $Fu=0$, and $u$ belongs to $D$ with $\lambda=0$.

**Q:** So the rank is at most $N_+$. What prevents it from being smaller?

**A:** The nonzero velocities. For two outgoing modes, (3) gives

$$(1-\lambda_i^*\lambda_j)\,u_i^\dagger\Gamma u_j=0 .$$

On the unit circle $\lambda_i^*\lambda_j=1$ means $\lambda_i=\lambda_j$, so matrix elements between different Bloch factors vanish. If both factors equal $e^{i\theta}$, use $\Gamma=i(tF-F^\dagger t^\dagger)$, with $Fu_j=e^{i\theta}u_j$ and $u_i^\dagger F^\dagger=e^{-i\theta}u_i^\dagger$:

$$u_i^\dagger\Gamma u_j=u_i^\dagger\,i\left(te^{i\theta}-t^\dagger e^{-i\theta}\right)u_j=u_i^\dagger H'(\theta)u_j .$$

The prime denotes $d/d\theta$. Differentiating $Hu_j=E_ju_j$ gives

$$H'u_j+Hu_j'=E_j'u_j+E_ju_j' .$$

Multiply by $u_i^\dagger$. At the energy in question $u_i^\dagger H=Eu_i^\dagger$ and $E_j=E$, so the terms with $u_j'$ cancel. Orthonormality at equal $\theta$ leaves $E_j'\delta_{ij}$. Altogether,

$$u_i^\dagger\Gamma u_j=\frac{v_j}{a}\,\delta_{ij}. \tag{5}$$

This remains true when bands cross at $E$, provided that the vectors follow the analytic branches.

**Q:** Then surely $\Gamma=\sum_j(v_j/a)u_ju_j^\dagger$.

**A:** Not in general. Equation (5) gives matrix elements in a basis that need not be orthogonal. Modes at different $\theta$ are eigenvectors of different matrices $H(\theta)$, and vectors in $D$ may overlap with all of them. To read off the coefficient of $u_j$ in an arbitrary vector, we need its dual $\tilde u_j$, defined by

$$\tilde u_j^\dagger u_k=\delta_{jk},\qquad \tilde u_j^\dagger x=0\quad\text{for all }x\in D .$$

In practice, put the $u_j$ and a basis of $D$ into the columns of a square matrix. The first $N_+$ rows of its inverse are the $\tilde u_j^\dagger$.

Any vector is $y=\sum_ju_j(\tilde u_j^\dagger y)+d$ with $d\in D$. Since $\Gamma d=0$ and $\Gamma$ is Hermitian, (5) yields

$$y^\dagger\Gamma y'=\sum_j(\tilde u_j^\dagger y)^*\,\frac{v_j}{a}\,(\tilde u_j^\dagger y')$$

for every $y$ and $y'$, and therefore

$$\boxed{\;\Gamma=\sum_{j=1}^{N_+}\frac{v_j}{a}\,\tilde u_j\tilde u_j^\dagger\;} \tag{6}$$

with $u_j^\dagger u_j=1$. The dual extracts the amplitude of a mode, and the velocity per cell length converts its square into current.

**Q:** And the rank?

**A:** If $\sum_jc_j\tilde u_j=0$, multiplication by $u_k^\dagger$ gives $c_k=0$, so the duals are independent. Let $W$ have columns $\sqrt{v_j/a}\,\tilde u_j$. All weights are positive, so $W$ has rank $N_+$. From $\Gamma=WW^\dagger$, the equation $\Gamma y=0$ implies $\|W^\dagger y\|^2=0$. The null spaces of $\Gamma$ and $W^\dagger$ thus coincide, and

$$\operatorname{rank}\Gamma=N_+ .$$

**Q:** I want to see a case where the distinction between modes and duals matters.

**A:** Take three orbitals per cell, $a=5$ bohr, $E=0.03$ hartree, and, in hartree,

$$h=\begin{pmatrix}0&0.01&0.02\\0.01&0.02&0\\0.02&0&0.15\end{pmatrix},\quad
t=\begin{pmatrix}-0.05&0.01&0.02\\0&-0.04&0.01\\0.01&0&-0.02\end{pmatrix}.$$

These are model parameters. There are two outgoing modes and one decaying vector:

- Mode 1 has $\theta_1=1.961$ and $v_1=0.490$ atomic units, so $v_1/a=0.490/5=0.0980$ hartree.
- Mode 2 has $\theta_2=1.616$ and $v_2=0.400$ atomic units, so $v_2/a=0.0800$ hartree.
- The decaying vector is $x=(0.2283,\,0.0645,\,0.9714)$, and its factor per cell is $0.119$.

The third orbital dominates $x$, so look at the third components:

$$u_{1,3}=-0.0914+0.0536i,\qquad \tilde u_{1,3}=-0.1913-0.0132i,$$
$$u_{2,3}=-0.0669+0.0412i,\qquad \tilde u_{2,3}=-0.1204-0.0960i .$$

The dual formula gives, in hartree,

$$\Gamma_{33}=0.0980\times0.0368+0.0800\times0.0237=0.0036+0.0019=0.0055 .$$

Using the modes themselves would give $0.0980\times0.0112+0.0800\times0.0062=0.0016$ hartree. The entry obtained by eliminating the lead cells agrees with the dual result. Over the whole matrix, replacing duals by modes makes an error of 26% relative to the Frobenius norm of $\Gamma$.

**Q:** Could I build duals from the two propagating vectors alone? The evanescent one carries no current.

**A:** That gives a matrix of rank two with the wrong null space; its error here is 19% relative to the Frobenius norm of $\Gamma$. The decaying vector carries no current, but it helps to decide how much of a given $\psi_0$ belongs to each propagating mode. Check orthogonality for the first dual:

$$\tilde u_1^\dagger x\simeq(0.8887+0.0441i)\,0.2283+(-0.2642-0.3554i)\,0.0645+(-0.1913+0.0132i)\,0.9714 .$$

The real parts are $0.2029-0.0170-0.1858$ and the imaginary parts $0.0101-0.0229+0.0128$. The sums are $0.0001$ and $0.0000$, which is zero to within the rounding of the terms. The mode itself has $u_1^\dagger x\simeq0.090-0.080i$.

Modes and duals do coincide if the $u_j$ are mutually orthogonal and orthogonal to $D$. One such case is a lead in which a single unitary transformation diagonalizes both $h$ and $t$, so that it splits into independent chains.

**Q:** Are the nonzero eigenvalues of $\Gamma$ equal to the velocities divided by $a$?

**A:** Not when the duals are non-orthogonal or longer than one. Here the eigenvalues are $0.1040$, $0.0786$ and $0$ hartree, while $v_j/a$ are $0.0980$ and $0.0800$ hartree. What follows from (6) is the trace,

$$\operatorname{Tr}\Gamma=\sum_j\frac{v_j}{a}\|\tilde u_j\|^2=0.0980\times1.0245+0.0800\times1.0275=0.1826\ \text{hartree},$$

or 4.97 eV. Since $1=|\tilde u_j^\dagger u_j|\le\|\tilde u_j\|$, the trace cannot be less than $\sum_jv_j/a$. It equals that sum only if every $\|\tilde u_j\|=1$, which forces $\tilde u_j=u_j$ and hence mutually orthogonal duals.

**Q:** If $t$ is invertible, so is $F$, and by (2) a computed $\Gamma$ at finite $\eta$ will have full rank. How do I recognize the zero?

**A:** By its dependence on $\eta$. For a normalized decaying eigenvector with $Fx=\lambda x$, (2) gives

$$x^\dagger\Gamma_\eta x=2\eta\sum_{n=1}^{\infty}|\lambda|^{2n}=\frac{2\eta|\lambda|^2}{1-|\lambda|^2}.$$

With a single decaying vector, this is also the smallest eigenvalue of $\Gamma_\eta$ to first order in $\eta$, because $x$ is then the only null direction of the limiting $\Gamma$. For $\lambda=0.1194$ and $\eta=10^{-5}$ hartree it is $2.89\times10^{-7}$ hartree, as the direct calculation finds. Reducing $\eta$ tenfold reduces it tenfold, whereas the other two singular values hardly change. This test needs $\eta$ small compared with the distance from $E$ to the nearest band edge. The second band of this lead has its bottom at $-0.0557$ hartree. When $\eta$ goes from $10^{-5}$ to $10^{-6}$ hartree, the second singular value falls by a factor 4.6 at $10^{-6}$ hartree below that edge, where it vanishes in the limit, and by 2.1 at $10^{-6}$ hartree above it, where it survives. At $10^{-3}$ hartree from the edge the factors are 10 and 1.

The surviving rank also follows the bands as the energy changes. It is 0 at $E=-0.13$, 1 at $-0.09$, 2 at $0.03$, 0 at $0.11$ and 1 at $0.15$ hartree. At each of these energies it equals the number of upward band crossings. The numerical check makes this comparison for complex leads as well.

**Q:** Now remove your assumptions. What fails at a band edge?

**A:** Take one orbital per cell, $h=0$ and $t>0$, at the upper edge $E=2t$. There is one Bloch state, with $\theta=0$ and $v=0$. The number $F=\lambda$ satisfies $2t+i\eta=t(\lambda+1/\lambda)$. Put $\lambda=1-\delta$; then $\lambda+1/\lambda=2+\delta^2+O(\delta^3)$, so to leading order $\delta^2=i\eta/t$. The decaying root is $\delta=e^{i\pi/4}\sqrt{\eta/t}$. Since $\Sigma=t\lambda$,

$$\Gamma_\eta=-2\,\mathrm{Im}\,\Sigma=2t\,\mathrm{Im}\,\delta=\sqrt{2t\eta}\;\longrightarrow\;0 .$$

In this chain a Bloch state exists, but it carries no current and adds nothing to the rank. Not every band edge behaves this way. Give each cell two orbitals with energies $+\Delta$ and $-\Delta$, coupled by $p$, and couple orbital 2 to orbital 1 of the next cell by the same $p$. The bands have edges at $E=\pm\Delta$, $\theta=\pi$. At $E=+\Delta$ the self-energy $\Sigma_{22}=p^2g_{11}$ obeys $\Sigma_{22}\,[\,i\eta-p^2/(2\Delta+i\eta-\Sigma_{22})\,]=p^2$. For small $\eta$ this gives $\Sigma_{22}^2\simeq 2i\Delta p^2/\eta$, so $\Gamma_{22}\simeq2p\sqrt{\Delta/\eta}$, which diverges. At this edge both assumptions fail together. At $E=-\Delta$ the equation is instead $\Sigma_{22}\,[-2\Delta+i\eta-p^2/(i\eta-\Sigma_{22})\,]=p^2$, which for small $\eta$ gives $\Sigma_{22}^2\simeq ip^2\eta/(2\Delta)$ and $\Gamma_{22}\simeq p\sqrt{\eta/\Delta}\to0$, as in the simple chain.

**Q:** And if $F$ has no finite limit?

**A:** A surface bound state can cause that. Let each cell have two orbitals of zero energy, coupled by $p$, and let orbital 2 couple to orbital 1 of the next cell by $q$, with $0<p<q$. The bands are $\pm|p+qe^{i\theta}|$, so no mode propagates at $E=0$. But a state living on the first orbitals, with amplitudes $\alpha_n$, solves the isolated lead at $E=0$ if

$$p\alpha_n+q\alpha_{n+1}=0,\qquad \alpha_{n+1}=-\frac pq\,\alpha_n .$$

It decays, and its weight in cell 1 is $1-p^2/q^2$. Its contribution to $g_{11}$ is this weight divided by $i\eta$. As $\Sigma_{22}=q^2g_{11}$, the leading result is

$$\Gamma_{22}=\frac{2(q^2-p^2)}{\eta}.$$

For $p=0.03$, $q=0.05$ and $\eta=10^{-5}$ hartree this is 320 hartree, and it grows as $1/\eta$. Here $\Gamma_\eta$ does not count propagating modes: it shows a discrete state of the isolated lead at the energy $E$, whatever the device may be. Formula (6) does not apply at this energy: the null vector of $t^\dagger$ and the decaying wave are both $(1,0)$, so the matrix whose inverse would give the duals is singular. Moving whole cells into the device does not help, because the remaining lead is the same as before and has the same surface state. In this example, moving only the first orbital into the device does help. The lead then begins with the strong bond $q$, the corresponding amplitudes grow by the factor $q/p$ per cell, and there is no bound state at $E=0$.

## Values computed for the example and the checks

```
cell length a = 5.0 bohr; energy E = 0.030 hartree
h row 1 (hartree): +0.00  +0.01  +0.02
h row 2 (hartree): +0.01  +0.02  +0.00
h row 3 (hartree): +0.02  +0.00  +0.15
t row 1 (hartree): -0.05  +0.01  +0.02
t row 2 (hartree): +0.00  -0.04  +0.01
t row 3 (hartree): +0.01  +0.00  -0.02
outgoing modes: 2 ; decaying modes: 1
mode 1: theta = +1.96121 rad
  v = 0.49001 a.u.; v/a = 0.098002 hartree
  u = +0.8561+0.0000i  -0.2521+0.4385i  -0.0914+0.0536i
  dual = +0.8887-0.0441i  -0.2642+0.3554i  -0.1913-0.0132i
  squared norm of dual = 1.02452
mode 2: theta = +1.61571 rad
  v = 0.39999 a.u.; v/a = 0.079998 hartree
  u = +0.2691+0.3534i  +0.8925-0.0000i  -0.0669+0.0412i
  dual = +0.2664+0.4181i  +0.8700-0.0333i  -0.1204-0.0960i
  squared norm of dual = 1.02749
decaying vector = +0.2283-0.0000i  +0.0645+0.0000i  +0.9714-0.0000i
its factor per cell = +0.11938+0.00000i
Gamma row 1 (hartree): +0.097243  -0.007117  -0.022384
Gamma row 2 (hartree): -0.007117  +0.079856  -0.003630
Gamma row 3 (hartree): -0.022384  -0.003630  +0.005502
Gamma eigenvalues (hartree): 0.103981  0.078621  0.000000
trace Gamma = 0.182602 hartree = 4.9689 eV
largest difference, elimination - modes = 1.0e-08 hartree
singular values, eta=1e-5 hartree: 1.040e-01 7.861e-02 2.891e-07
singular values, eta=1e-6 hartree: 1.040e-01 7.862e-02 2.891e-08
relative error, modes used as duals = 0.2563
relative error, duals in propagating span = 0.1875
E = -0.13 hartree: rank 0, upward crossings 0
E = -0.09 hartree: rank 1, upward crossings 1
E = -0.05 hartree: rank 2, upward crossings 2
E = -0.01 hartree: rank 2, upward crossings 2
E = +0.03 hartree: rank 2, upward crossings 2
E = +0.07 hartree: rank 2, upward crossings 2
E = +0.11 hartree: rank 0, upward crossings 0
E = +0.15 hartree: rank 1, upward crossings 1
E = +0.19 hartree: rank 1, upward crossings 1
E = +0.23 hartree: rank 0, upward crossings 0
random complex leads: cases passed = 20
crossing with opposite velocities: rank = 2
defective decaying eigenvalue: rank = 1
band edge: Gamma = 3.152e-04, 3.161e-05 hartree at eta = 1e-6, 1e-8
surface state: Gamma = 320.0, 3200.0 hartree at eta = 1e-5, 1e-6
```
